Why mobile band tails keep the subthreshold swing finite on cooling

## First derivation: summing the Fermi integral

Anyone who sets up a transistor calculation for 4 K has to decide whether the channel may be given an abrupt band edge. The decision fixes the gate voltage that the device needs to switch off. With an abrupt edge and an ideal gate the swing at 4 K is 0.79 mV per decade of current, so that five decades cost 4 mV. If the edge has an exponential tail of 5 meV whose states carry current as band states do, the swing is 11.5 mV per decade and the same five decades cost 58 mV. Further cooling lowers the first figure in proportion to the temperature and leaves the second where it is.

The model is a two-dimensional channel with its band edge at energy E = 0. The density of states per unit area is

g(E) = g0 for E > 0,
g(E) = g0 exp(E/W) for E < 0.

The constant g0 is that of a parabolic band in two dimensions, and W is the tail energy. The Fermi level μ is measured from the edge, so μ < 0 below threshold. The occupation is f(E) = 1/(1 + exp[(E − μ)/kT]), and the carrier density is

n(μ,T) = ∫ g(E) f(E) dE,

taken over all energies. W and the mobility are assumed not to depend on temperature. The elementary charge q is positive.

An ideal gate moves the Fermi level relative to the edge by the full change of gate voltage, dμ = q dV_G. The subthreshold swing is the gate voltage per decade of current, S = dV_G/d log10 I. What is still needed is the relation between current and density, and it depends on how mobile the tail states are. At a small drain voltage the current is proportional to the conductivity, which is an average over energy with the weight −∂f/∂E. Let N(E) be the number of states per unit area below E. If all states have the same mobility μ_mob, the zero-temperature conductivity with the Fermi level at E is q μ_mob N(E). At temperature T it is therefore

σ = q μ_mob ∫ N(E) (−∂f/∂E) dE.

Integrate by parts. The boundary term −N f vanishes at the lower end because N → 0 there, and at the upper end because f falls exponentially while N grows linearly. Since dN/dE = g, what remains is ∫ g f dE = n. Hence σ = q μ_mob n, and the current follows the density. Because log10 I = ln I/ln 10,

S = (ln 10/q) n/(dn/dμ).  (1)

At zero temperature all states below μ are full and all others are empty:

n = g0 ∫ from −∞ to μ of exp(E/W) dE = g0 W exp(μ/W).

Then dn/dμ = n/W, and equation (1) gives S = W ln(10)/q. This is the value at T = 0. The claim about cooling also needs the swing at finite temperature to approach it, and for that the thermal integral must be worked out.

Define a = kT/W and z = exp(μ/kT). Since μ < 0, z is smaller than one. The integral splits into three ranges.

Above the edge, the exponential exp[−(E − μ)/kT] is smaller than one, and the Fermi function is the geometric series

f = Σ_{j≥1} (−1)^(j+1) exp[−j(E − μ)/kT].

Integration from 0 to ∞ gives the band part

kT Σ_{j≥1} (−1)^(j+1) z^j/j.

Below the Fermi level, the expansion must run in the inverse exponential:

f = Σ_{j≥0} (−1)^j exp[j(E − μ)/kT].

Multiply by exp(E/W) and integrate from −∞ to μ. Each term gives exp(μ/W)/(1/W + j/kT), which is kT exp(μ/W)/(a + j). The lower tail is

kT exp(μ/W) Σ_{j≥0} (−1)^j/(a + j).

Between μ and the edge the first series applies again. Its term number j gives

z^j ∫ from μ to 0 of exp[E(1/W − j/kT)] dE
= z^j {1 − exp[μ(1/W − j/kT)]}/(1/W − j/kT)
= kT [z^j − exp(μ/W)]/(a − j).

The last line uses z^j exp(−jμ/kT) = 1 and requires that a is not an integer. Term-by-term integration is allowed in all three ranges. With x for the exponential, which lies between 0 and 1, the partial sums of 1 − x + x² − … are [1 − (−x)^m]/(1 + x). These stay between 0 and 1, so the partial sums are bounded by an integrable function.

Now collect the terms proportional to exp(μ/W). Their sum is kT exp(μ/W) times

C = 1/a + Σ_{j≥1} (−1)^j [1/(a + j) + 1/(a − j)].

To evaluate C, expand cos(ax) on the interval from −π to π in cosines. The coefficient of cos(jx) is

(1/π) ∫ cos(ax) cos(jx) dx
= (1/π) {sin[(a + j)π]/(a + j) + sin[(a − j)π]/(a − j)}
= (−1)^j [sin(πa)/π] [1/(a + j) + 1/(a − j)],

and the constant term is sin(πa)/(πa). At x = 0 the function equals one, so 1 = [sin(πa)/π] C, or C = π/sin(πa).

The terms in z^j come from the band and from the upper part of the tail. Their coefficients combine as

1/j + 1/(a − j) = a/[j(a − j)] = −a/[j(j − a)].

With kT = aW, the density is

n/g0 = W exp(μ/W) P − kT Σ_{j≥1} (−1)^(j+1) z^j a/[j(j − a)],
P = πa/sin(πa).  (2)

Differentiation with respect to μ brings down 1/W in the first term and j/kT in the others:

(1/g0) dn/dμ = exp(μ/W) P − Σ_{j≥1} (−1)^(j+1) z^j a/(j − a).  (3)

Two exponentials compete, exp(μ/W) and exp(μ/kT). For negative μ the one with the larger energy in its denominator wins.

On the cold side, a < 1, the first term wins. The thermal factor P does not contain μ, so it changes the density and cancels from the swing. To find how fast the limit is reached, keep the term j = 1 and define

r = z exp(−μ/W) = exp[−|μ|(1/kT − 1/W)].

Then n/g0 ≈ W exp(μ/W)[P − a²r/(1 − a)] and (1/g0) dn/dμ ≈ exp(μ/W)[P − ar/(1 − a)]. Their ratio, to first order in r, is

qS/(W ln 10) ≈ 1 + (ar − a²r)/[(1 − a)P] = 1 + ar/P = 1 + r sin(πa)/π.  (4)

On cooling at fixed μ < 0 both r and sin(πa) go to zero, and S → W ln(10)/q. The correction is positive because the density has the form A exp(μ/W) − B exp(μ/kT) with B > 0. The flat band holds fewer states than a continued exponential would, and the shortfall grows faster with μ than the main term does.

On the warm side, a > 1, the term j = 1 wins far below the edge. Its coefficient is −kT a/(1 − a) = (kT)²/(kT − W), so

n ≈ g0 (kT)²/(kT − W) exp(μ/kT), and S → kT ln(10)/q.

The physical reason for the change lies in the product of state density and occupation between μ and the edge, which varies as exp[E(1/W − 1/kT)]. For kT well above W it rises steeply towards the edge, where most carriers then sit, and they must be activated thermally. For kT well below W it falls steeply above μ, the carriers sit near the Fermi level, and lowering μ removes them at the rate at which the tail itself thins out. Close to kT = W the product is nearly flat, and the carriers are spread over the range between μ and the edge.

The two regimes meet at T_W = W/k. There P and the coefficient of the j = 1 term both diverge, while the density stays finite. Put a = 1 − ε with small ε. Then P ≈ (1 − ε)/ε, the j = 1 term is W(1 − ε)² z/ε, and z ≈ exp(μ/W)(1 + με/W). The difference is

W exp(μ/W) (1/ε)[(1 − ε) − (1 − 2ε)(1 + με/W)] → W exp(μ/W)(1 + |μ|/W).

The terms with j ≥ 2 are smaller by about exp(−|μ|/W). The logarithmic slope is 1/W − 1/(W + |μ|) = |μ|/[W(W + |μ|)], and therefore

S ≈ (W ln 10/q)(1 + W/|μ|) at kT = W.

For μ = −8W this is 1.125 times the saturation value, and numerical integration gives 1.1250.

For the worked example take W = 5 meV, for which W ln(10)/q = 11.5 mV per decade and T_W = 58 K. With μ held at −40 meV, numerical integration of the Fermi integral gives these swings in mV per decade, followed by kT ln(10)/q:

300 K: 67.0, thermal 59.5
77 K: 16.0, thermal 15.3
40 K: 11.6, thermal 7.9
4 K: 11.5, thermal 0.79
1 K: 11.5, thermal 0.20

At 300 K this Fermi level lies 1.5 kT below the edge, which is not deep, and the swing exceeds the thermal value by 13 %. At −400 meV the swing at 300 K is 59.5 mV per decade, as the deep limit requires. That second setting serves to show the limit. In the cold it is not a usable operating point, since at 4 K the factor exp(μ/W) = exp(−80) leaves the channel without carriers. At 40 K equation (4) predicts an excess of 0.72 % over saturation; the integral gives 11.597 against 11.513 mV per decade, which is 0.73 %.

A finite drain voltage V_D does not alter the cold result. Suppose that the ideal gate holds the band edge level along the channel, of length L and width w, and that carriers are in local equilibrium with a quasi-Fermi level φ(x). It falls from μ at the source to μ − qV_D at the drain. The current is I = w μ_mob n(φ) |dφ/dx|, the same at every x, so integration over the length gives

I = (w/L) μ_mob ∫ from μ − qV_D to μ of n(φ) dφ.

Insert the leading term n = g0 W P exp(φ/W), valid for kT < W and μ deep below the edge:

I = (w/L) μ_mob g0 W² P exp(μ/W)[1 − exp(−qV_D/W)].  (5)

The drain voltage enters as a factor without μ, so the swing is unchanged. The voltage at which the current levels off is set by W/q and not by kT/q.

The example has mass 0.5 electron masses, two valleys and twofold spin, which give g0 = 4.18×10¹⁴ per eV and cm². At μ = −40 meV and 4 K, P = 1.008 and

n = 4.177×10¹⁴ × 0.005 × exp(−8) × 1.008 = 7.06×10⁸ cm⁻².

With mobility 50 cm²/Vs, w = 10 µm and L = 1 µm, a drain voltage of 50 mV makes the bracket in equation (5) practically one:

I = 10 × 50 × 1.602×10⁻¹⁹ × 7.06×10⁸ × 0.005 A = 283 pA.

At 2 mV the bracket is 1 − exp(−0.4) = 0.330, and the current is 93 pA. The computed swing is 11.513 mV per decade at both drain voltages.

## Second derivation: bounds from a moving thermal window

The symbols carried over are these. The band edge is at E = 0, with density of states g(E) = g0 above it and g0 exp(E/W) below it. N(E) is the number of states per unit area below E, μ < 0 is the Fermi level, and a = kT/W, z = exp(μ/kT), r = exp[−|μ|(1/kT − 1/W)]. For equally mobile states and an ideal gate the swing is S = (ln 10/q) n/(dn/dμ). The first derivation found S → W ln(10)/q on cooling. The same limit is now obtained without evaluating the thermal integral.

Write the weight −∂f/∂E as a function of u = E − μ:

w(u) = exp(u/kT)/{kT [1 + exp(u/kT)]²} = f(1 − f)/kT.

It is a positive, even window of unit area, centred on the Fermi level. When the gate moves μ, the window moves and keeps its shape. The integration by parts used earlier gives the density, and ∂f/∂μ = w gives its slope:

n = ∫ N(E) w(E − μ) dE,
dn/dμ = ∫ g(E) w(E − μ) dE.  (6)

Compare the two integrands. Below the edge N = g0 W exp(E/W), which equals W g. Above the edge N = g0(W + E), which is larger than g0 W = W g. So N ≥ W g at every energy. The window is positive, and therefore n ≥ W dn/dμ, or

S ≥ W ln(10)/q.  (7)

This holds in the model at every temperature and every Fermi level. It already excludes a swing that vanishes on cooling. A second bound follows from f(1 − f) ≤ f, which gives kT dn/dμ ≤ n and hence S ≥ kT ln(10)/q. The swing is never below the larger of the two values.

To show that the swing comes down to the bound (7), an upper limit is needed for kT < W. Let the exponential continue above the edge, so that the density of states is g0 exp(E/W) at all energies. The number of states below E is then g0 W exp(E/W), and equation (6) gives

n_x = g0 W ∫ exp[(μ + u)/W] w(u) du = g0 W exp(μ/W) M,
M = ∫ exp(u/W) w(u) du.

Moving the window multiplies the density by a factor and does nothing else. The number M is finite because w(u) ≤ exp(−|u|/kT)/kT and kT < W. Since w is even, M is also the integral of cosh(u/W) w(u), so M ≥ 1. No other property of M is needed.

The true density is no larger than n_x, because 1 + E/W ≤ exp(E/W) for E > 0:

n ≤ g0 W exp(μ/W) M.

The true slope is that of the continued exponential minus the part due to the states that the flat band lacks:

dn/dμ = g0 exp(μ/W) M − g0 ∫ from 0 to ∞ of [exp(E/W) − 1] w(E − μ) dE.

Dropping the −1 and using the bound on w makes the subtracted integral larger. It is at most

(z/kT) ∫ from 0 to ∞ of exp[−E(1/kT − 1/W)] dE = z/(1 − a).

Since z = r exp(μ/W) and M ≥ 1,

dn/dμ ≥ g0 exp(μ/W) M (1 − R), with R = r/(1 − a).

Divide the upper bound on n by the lower bound on the slope. For R < 1,

1 ≤ qS/(W ln 10) ≤ 1/(1 − R).  (8)

On cooling at fixed μ < 0, a and r go to zero, R follows, and the swing is squeezed onto W ln(10)/q. The same happens at fixed temperature below W/k when μ moves far below the edge. The upper limit in (8) is a bound and not an estimate. At 40 K and μ = −40 meV, a = 0.689, r = 0.027 and R = 0.088, so that (8) allows an excess of up to 10 %, while the computed excess is 0.7 %.

The warm side can be treated in the same spirit. Write f = z/[z + exp(E/kT)] and divide the density by z:

n/z = ∫ g(E)/[z + exp(E/kT)] dE.

As μ → −∞, z → 0 and the integrand rises to g(E) exp(−E/kT). For kT > W this limit is integrable. The band contributes g0 kT, and the tail contributes g0 WkT/(kT − W). Their sum is g0 (kT)²/(kT − W), the prefactor found before. The quantity kT dn/dμ is the integral of g f(1 − f). Divided by z it has the same limit, because 1 − f → 1 at each energy and the integrand stays below the same integrable function. So S → kT ln(10)/q. This argument includes the integer values of kT/W above one, at which the separate terms of the series are singular.

The two derivations ask for different things. The series uses the explicit form of the Fermi function and a band that is flat above its edge. In return it gives the density itself, the size of the leading correction and the behaviour at kT = W. The window argument does not need the value of the thermal integral. Its lower bound (7) needs a positive weight that moves with μ and a density of states that grows no faster than exp(E/W): if dg/dE ≤ g/W, integration from −∞ gives W g ≤ N. Its upper bound needs, above the edge, a density of states between zero and g0 exp(E/W). A band that is not quite parabolic can meet both conditions, and the cold limit then survives although the coefficients in the series change.

Both derivations share the remaining assumptions: the tail continues below μ, W stays fixed on cooling, the gate is ideal, and the tail states carry current with the mobility of the band. The last assumption decides between saturation and a vanishing swing.

Suppose first that the tail states hold charge but carry no current. The current then follows the carriers above the edge, whose density is

g0 kT ln(1 + z) ≈ g0 kT exp(μ/kT).

With an ideal gate the swing is kT ln(10)/q, which at 4 K is 0.79 mV per decade. The presence of a tail is therefore not enough.

Suppose next that states above an energy E_m inside the tail are mobile and states below it are not. If μ lies below E_m by many kT, the occupation of the mobile states is close to exp[−(E − μ)/kT], and their density varies with μ as exp(μ/kT). The thermal law returns. With E_m = −20 meV and μ = −40 meV the computed swing at 4 K is again 0.79 mV per decade. If μ lies above E_m, the mobile density at zero temperature is g0 W[exp(μ/W) − exp(E_m/W)], and

S = (W ln 10/q){1 − exp[−(μ − E_m)/W]}.

The saturation value is thus reached when the mobile part of the tail extends several W below the Fermi level. The same expression holds for a tail that simply ends at E_m.

A gradual loss of mobility has a milder effect. Let the contribution of a tail state to the current carry an extra factor exp(E/W_m). The product of the two exponentials is again an exponential, with

1/W_eff = 1/W + 1/W_m,

and for kT < W_eff the swing saturates at W_eff ln(10)/q. A mobility that falls tenfold over 50 meV has W_m = 50/ln 10 = 21.7 meV. With W = 5 meV this gives W_eff = 4.06 meV and a swing of 9.4 mV per decade, 19 % below the value for constant mobility. The saturation energy read from a current is therefore that of the mobile states weighted by their mobility, and it need not equal the energy of the density of states.

A real gate must also supply the charge of the tail. With oxide capacitance C_ox per unit area, the gate voltage is μ/q + qn/C_ox plus a constant. Differentiation with respect to ln n gives

S = (ln 10/q) [n/(dn/dμ)] [1 + (q²/C_ox) dn/dμ].

The last bracket exceeds one, so the lower bounds on the swing remain valid. On the cold side dn/dμ = g0 P exp(μ/W). For an oxide-equivalent thickness of 1 nm, C_ox is 3.45 µF/cm², while q²g0 is 66.9 µF/cm². At μ = −40 meV and 4 K the loading is

(66.9/3.45) × 1.008 × exp(−8) = 0.0066,

and the swing rises to 11.6 mV per decade. One decade of density higher, at μ = −28.5 meV, the loading is 6.6 % and the swing is 12.3 mV per decade. The flat swing of the ideal model thus bends upward as the Fermi level approaches the edge. The loading is proportional to the oxide thickness. With 10 nm in place of 1 nm, and all else held fixed, it would be 6.6 % at the lower Fermi level and 66 % at the upper one.

Loading matters far more when the tail holds charge but carries no current. At μ = −40 meV and 4 K the current of the band alone is unmeasurably small, because it contains the factor exp(μ/kT) = exp(−116). At a drain voltage of 0.1 mV it reaches 1 pA only when μ has risen to −2.4 meV. There the loading by the trapped tail is 12 for the 1 nm oxide, and the swing is 0.794 × 13.0 = 10.3 mV per decade. A swing near 10 mV per decade at 4 K can therefore come from trapped tail charge as well as from conducting tail states. The two cases differ on cooling. The loading cannot exceed q²g0/C_ox, about 19 here, so this swing does not saturate: at the same current it is 6.6 mV per decade at 2 K and 3.7 at 1 K.

Spin splitting of the band edge has no such effect deep in the tail. If half of the states are shifted upward by Δ with the same W, the density is multiplied by [1 + exp(−Δ/W)]/2. For Δ = 3 meV this is 0.774. The factor does not contain μ, and the computed swing stays at 11.5 mV per decade.

Short channels add tunnelling from source to drain. For a rectangular barrier of height |μ| the transmission falls as exp(−2κL), with κ = √(2m|μ|)/ħ. At μ = −40 meV and L = 1 µm the exponent is 1449, against |μ|/W = 8 for the tail, so tunnelling is negligible. The exponents become equal at L = 5.5 nm. Prefactors and the real barrier shape are left out of this comparison, so it marks a scale of several nanometres and not a design limit. Near that length the current below the edge is no longer governed by the tail alone.

A small device also has few tail states. The example channel has an area of 10⁻⁷ cm² and holds on average 71 electrons at μ = −40 meV. Time reversal makes the levels come in pairs. If disorder also mixes the two valleys, about K₁ = 35 independent levels lie below μ, and K₂ = 350 lie below the Fermi level one decade higher. If the levels are placed independently, each count has a variance equal to its mean, and the covariance of the two counts is K₁, since the larger count contains the smaller. For small fluctuations the variance of ln(K₂/K₁) is

1/K₁ + 1/K₂ − 2K₁/(K₁K₂) = 1/K₁ − 1/K₂.

Its square root, divided by ln 10, is 0.070. The number of decades gained in an 11.5 mV step of an ideal gate then varies by 7 % from device to device, and random sampling of the counts gives 7.1 %. Without valley mixing the two spin branches repeat the same levels, apart from the spin splitting. About half as many levels are then independent, and the spread is about 10 %. The smooth exponential is an average over many levels. A device of a hundredth of this area would have less than one level pair below μ on average, and its switching curve would depend on the positions of single levels.

The parameters correspond roughly to a monolayer MoS₂ transistor: a mass near half the electron mass, two valleys, a spin splitting of a few meV and a mobility of some tens of cm²/Vs. An oxide-equivalent thickness of 1 nm is at the thin end for such devices. The tail energy of 5 meV is a chosen value; it depends on disorder, and the saturation swing scales with it. It is also small for the chosen mobility. Read as a scattering time, 50 cm²/Vs gives τ = μ_mob m/q = 14 fs and a level broadening ħ/2τ of 23 meV, several times W. A broadening of 5 meV would correspond to about 230 cm²/Vs. For comparison, silicon transistors at a few kelvin show swings of roughly 10 mV per decade, far above the thermal value. The model can produce a swing of that size, but agreement in size does not establish the cause. The assumption most at risk in a real channel is the constant mobility, because disorder tends to localize deep tail states, and hopping between localized states freezes out on cooling. With an ideal gate this moves the swing at 4 K from 11.5 to 9.4 mV per decade for the gradual loss considered above, and to 0.79 mV per decade if the states around the Fermi level stop conducting altogether. In a real gate the charge of the trapped states raises the last figure, as computed above. The example itself lies in the doubtful range. With 50 cm²/Vs its conductivity at 4 K is 1.5×10⁻⁴ q²/h at μ = −40 meV and 0.43 q²/h at the band edge, where h is Planck's constant. Values far below q²/h are normally a sign of localized states, so the currents found for the deep tail illustrate the model and are not a prediction for MoS₂. At μ = −40 meV the occupied level pairs lie about 500 nm apart, while the decay length 1/κ of a state bound that deeply is about 1.4 nm. By this estimate a tenfold loss of mobility over 50 meV is far too mild at that depth, and the value 9.4 mV per decade only illustrates the formula for W_eff. Contact barriers, which also shape the switching of many such transistors, are outside the model and have not been estimated.

For the calculation at 4 K, an abrupt edge is therefore acceptable if the tail states do not conduct and their charge loads the gate little. If they conduct around the Fermi level, or hold enough charge to load the gate, the tail must be kept, and its energy has to come from a measurement or a disorder calculation for the channel in question. The numerical output lists the swings at eight temperatures and the sizes of the main effects computed here.

Numbers as computed

```
INPUTS (rough, MoS2-like regime)
tail energy W = 5.0 meV
mass = 0.5 m_e, valleys = 2, spin factor 2
mobility = 50 cm2/Vs
channel length = 1 um, width = 10 um
oxide-equivalent thickness = 1.0 nm, permittivity = 3.9
Fermi level from edge = -40 meV (deep: -400 meV)
RESULTS
band density of states g0 = 4.177e+14 /(eV cm2)
saturation swing W ln10/q = 11.513 mV/dec
crossover temperature W/k = 58.02 K
swing/(W ln10/q) at kT = W, mu = -8W: 1.1250
T (K) | kT ln10/q | swing at mu | swing deep  (mV/dec)
  300 |  59.526 |  67.003 |  59.526
  150 |  29.763 |  31.175 |  29.763
   77 |  15.278 |  16.022 |  15.278
   40 |   7.937 |  11.597 |  11.513
   20 |   3.968 |  11.513 |  11.513
   10 |   1.984 |  11.513 |  11.513
    4 |   0.794 |  11.513 |  11.513
    1 |   0.198 |  11.513 |  11.513
leading relative correction at 40 K = 0.00717
a = kT/W at 4 K = 0.06894, pi a/sin(pi a) = 1.00786
density at mu, 4 K = 7.062e+08 /cm2
V_D = 2 mV: current = 93.3 pA, swing = 11.513 mV/dec
V_D = 50 mV: current = 282.8 pA, swing = 11.513 mV/dec
LIMITS OF THE MODEL (at 4 K)
trapped tail: swing = 0.794 mV/dec
mobility edge at -20 meV: swing = 0.794 mV/dec
mobility down 10x per 50 meV: W_m = 21.71 meV, swing = 9.358 mV/dec
spin splitting 3 meV: density x 0.774, swing = 11.513 mV/dec
oxide capacitance = 3.45 uF/cm2
band quantum capacitance q^2 g0 = 66.9 uF/cm2
gate loading at mu = -40.00 meV: 0.66 %, swing = 11.588 mV/dec
gate loading at mu = -28.49 meV: 6.55 %, swing = 12.267 mV/dec
tunnelling exponent 2 kappa L = 1449, tail exponent |mu|/W = 8
length where the exponents match = 5.52 nm
mean electrons in the channel at mu = 70.6
device-to-device spread of decades per 11.5 mV: 7.0 % (sampled 7.1 %)
```
